\section*{Velocity Verlet for a 7.5 THz vibration: stability limit and frequency error}

\section*{Question}

I am preparing a molecular dynamics run for a germanium telluride used in phase-change memory. As an exercise I first treat one harmonic vibration of frequency $f=7.5$ THz, integrated by velocity Verlet. I have to find the largest timestep for which the motion stays bounded, and the relative error of the vibration frequency at a timestep of 2 fs.

I am stuck on both parts. Two samples per period are enough to represent a sine wave, so I expected the limit to be half a period, about 67 fs. Yet a run at 50 fs explodes. At 2 fs the energy shows no drift, which made me think that the frequency must be right, but I am told that it is not. Where does the limit come from, and how can the frequency be wrong if the energy does not drift?

\section*{Answer}

Both answers follow from writing one timestep as a $2\times2$ matrix. Its eigenvalues tell you whether the motion is bounded and how far the phase advances per step.

\subsection*{One timestep as a matrix}

The equation of motion is $\ddot x=-\omega^2x$ with $\omega=2\pi f$. For a step $h$, velocity Verlet reads
\begin{align}
x_1&=x_0+hv_0+\tfrac12h^2a_0, &
v_1&=v_0+\tfrac12h\,(a_0+a_1),
\end{align}
with $a_0=-\omega^2x_0$ and $a_1=-\omega^2x_1$. Measure the velocity as a length, $u=v/\omega$, and define the dimensionless step $z=\omega h$. The position update becomes
\begin{equation}
x_1=\left(1-\tfrac{z^2}{2}\right)x_0+z\,u_0 .
\end{equation}
Dividing the velocity update by $\omega$ and inserting this $x_1$ gives
\begin{align}
u_1&=u_0-\tfrac z2\,(x_0+x_1)
=u_0-\tfrac z2\left[\left(2-\tfrac{z^2}{2}\right)x_0+z\,u_0\right]\nonumber\\
&=-z\left(1-\tfrac{z^2}{4}\right)x_0+\left(1-\tfrac{z^2}{2}\right)u_0 .
\end{align}
So each step multiplies the vector $(x,u)$ by
\begin{equation}
M=\begin{pmatrix}1-\frac{z^2}{2}& z\\[2pt] -z\left(1-\frac{z^2}{4}\right)&1-\frac{z^2}{2}\end{pmatrix}.
\end{equation}
Its determinant is
\begin{equation}
\left(1-\tfrac{z^2}{2}\right)^2+z^2\left(1-\tfrac{z^2}{4}\right)
=1-z^2+\tfrac{z^4}{4}+z^2-\tfrac{z^4}{4}=1 ,
\end{equation}
and its trace is $2-z^2$. With $c=1-z^2/2$, the eigenvalues satisfy
\begin{equation}
\lambda^2-2c\lambda+1=0,\qquad \lambda_\pm=c\pm\sqrt{c^2-1},\qquad
c^2-1=-z^2\left(1-\tfrac{z^2}{4}\right).
\end{equation}

\subsection*{The stability limit}

There are three cases for $z>0$.

\textit{Below the limit, $0<z<2$.} Here $c^2-1<0$, so the eigenvalues are a complex pair with $|\lambda|^2=c^2+(1-c^2)=1$. They are distinct, so $M$ can be diagonalized, and its powers stay bounded.

\textit{Above the limit, $z>2$.} Now $c<-1$ and the eigenvalues are real, negative and different. Their product is 1, so one of them has modulus greater than 1. Any start with a component along its eigenvector grows exponentially, with a change of sign at each step. This is what you saw at 50 fs.

\textit{At the limit, $z=2$.} Both eigenvalues equal $-1$, which might look harmless. But the matrix cannot be diagonalized:
\begin{equation}
M=-(I-N),\qquad N=\begin{pmatrix}0&2\\0&0\end{pmatrix},\qquad N^2=0,
\end{equation}
so that $M^n=(-1)^n(I-nN)$ and $x_n=(-1)^n(x_0-2nu_0)$. A start at $x_0=0$ with velocity $v_0$ gives $|x_n|=2n|v_0|/\omega=nh|v_0|$, because $h=2/\omega$ here. The growth is linear, and the limit itself must be excluded.

The condition for every start to stay bounded is therefore
\begin{equation}
h<h_{\max}=\frac{2}{\omega}=\frac{1}{\pi f}.
\end{equation}
For your vibration $\omega=2\pi\times0.0075\ \mathrm{fs^{-1}}=0.047124$ rad/fs, and
\begin{equation}
h_{\max}=\frac{2}{0.047124\ \mathrm{fs^{-1}}}=42.44\ \mathrm{fs}.
\end{equation}
As an independent test, the matrix was built numerically by applying the integrator to two unit starts, and the step at which its largest eigenvalue modulus leaves 1 was located by bisection. The result was 42.4413 fs, which agrees with $1/(\pi f)$ to all printed digits.

In terms of the true period $T=1/f=133.33$ fs, the limit is $T/\pi$: you need more than $\pi$ steps per true period, not two. Your sampling argument fails because the integrator does not sample the true sine wave. It generates its own oscillation, which is faster, as the next section shows.

\subsection*{The frequency that the integrator produces}

For $0<z<2$ write the eigenvalues as $e^{\pm i\theta}$ with $0<\theta<\pi$. Their sum is the trace, so $2\cos\theta=2-z^2$, and
\begin{equation}
1-\cos\theta=2\sin^2\tfrac\theta2=\tfrac{z^2}{2}
\quad\Longrightarrow\quad \sin\tfrac\theta2=\tfrac z2 .
\end{equation}
The positive root belongs to the chosen range of $\theta$. To see that $\theta$ is the phase advance per step, let $s=\sqrt{1-z^2/4}=\cos(\theta/2)$. Then $\sin\theta=2\sin(\theta/2)\cos(\theta/2)=zs$. With the rescaled position $y=sx$, the two updates become
\begin{align}
y_1&=\cos\theta\;y_0+\sin\theta\;u_0, &
u_1&=-\sin\theta\;y_0+\cos\theta\;u_0 .
\end{align}
For the first, multiply the $x$ update by $s$ and use $sz=\sin\theta$. For the second, use $zs^2x_0=(zs)(sx_0)=\sin\theta\,y_0$. This is a rotation by $\theta$ in the $(y,u)$ plane. The computed points lie on a pure harmonic oscillation of angular frequency
\begin{equation}
\omega_{\rm num}=\frac{\theta}{h}=\frac2h\arcsin\frac{\omega h}{2}.
\end{equation}
(Adding multiples of $2\pi$ to $\theta$ would describe the same points; the chosen range is the one that gives $\omega_{\rm num}\to\omega$ as $h\to0$.)

To expand the arcsine, integrate its derivative $(1-w^2)^{-1/2}=1+\frac12w^2+\frac38w^4+\dots$ term by term, which gives $\arcsin w=w+\frac16w^3+\frac3{40}w^5+\dots$. With $w=z/2$,
\begin{equation}
\frac{\omega_{\rm num}}{\omega}-1=\frac2z\arcsin\frac z2-1
=\frac{z^2}{24}+\frac{3z^4}{640}+\dots
\end{equation}
All coefficients in this series are positive, so the computed frequency is too high for any $0<z<2$.

At $h=2$ fs you have $z=0.047124\times2=0.094248$, and
\begin{equation}
\frac{z^2}{24}=\frac{0.0088827}{24}=0.000370 .
\end{equation}
The next term is $3.7\times10^{-7}$, a thousand times smaller. The relative frequency error is thus $+0.00037$, or $0.037\,\%$ of the true frequency. The integrator produces 7.50278 THz in place of 7.5 THz, a shift of 2.8 GHz.

The formula was also tested on trajectories. Each run started at $x=0$ with positive velocity and covered 400 ps. The frequency was obtained by counting upward zero crossings, with linear interpolation between steps.

\begin{center}
\begin{tabular}{rcc}
$h$ (fs) & error, trajectory & error, arcsine formula\\
1 & 0.000093 & 0.000093\\
2 & 0.000370 & 0.000370\\
4 & 0.001486 & 0.001486\\
30 & 0.111 & 0.111\\
40 & 0.305 & 0.305
\end{tabular}
\end{center}

Doubling a small step multiplies the error by four, as $z^2/24$ requires. A step of 40 fs is stable, yet its frequency is wrong by 31\,\%. As $z\to2$, $\theta\to\pi$ and the error tends to $\pi/2-1$, or 57\,\%. The numerical oscillation then has two steps per period. So your two-samples rule does appear, but for the numerical period: in this limit it is two steps long, while the true period is $\pi$ steps long.

\subsection*{Why the energy did not warn you}

A rotation preserves length, so the integrator conserves
\begin{equation}
C=u^2+y^2=u^2+\left(1-\tfrac{z^2}{4}\right)x^2 .
\end{equation}
The physical energy is proportional to $E=u^2+x^2=C+\frac{z^2}{4}x^2$. It is smallest at $x=0$, where $E=C$. It is largest at $u=0$, where $x^2=C/s^2$ and $E=C/s^2$. Relative to the maximum, the swing is
\begin{equation}
\frac{E_{\max}-E_{\min}}{E_{\max}}=1-s^2=\frac{z^2}{4}.
\end{equation}
At 2 fs this is $0.0022$. The energy oscillates by 0.2\,\% but cannot drift, apart from rounding. There is no drift because the computed points stay on a closed curve in the $(x,u)$ plane, the ellipse of constant $C$. This says nothing about how fast they move around it, and that is where the frequency error sits.

The phase error does accumulate. The computed oscillation gains one full cycle after $1/0.0003705=2699$ true periods, or $2699\times133.33$ fs $=360$ ps. This matters if you compare phases over long times. If you want the position of a spectral line, the relevant figure is the constant shift of 2.8 GHz.

\subsection*{From one vibration to a solid}

In a harmonic solid, collect the mass-weighted displacements in a vector $\mathbf q$ that obeys $\ddot{\mathbf q}=-D\mathbf q$ with a symmetric matrix $D$. If $D\mathbf e_k=\omega_k^2\mathbf e_k$, the projection of the position update on $\mathbf e_k$ contains $\mathbf e_k\cdot D\mathbf q=\omega_k^2\,\mathbf e_k\cdot\mathbf q$, and the same holds for the velocity update. Each normal mode is therefore integrated separately with its own $z_k=\omega_kh$. The fastest mode sets the limit, $h<2/\omega_{\rm fastest}$. (A uniform translation has $\omega_k=0$ and moves at constant velocity, as it should.)

This was tested on a ring of eight atoms with equal springs and alternating masses in the ratio $1:1.75$, scaled so that the fastest mode lies at 7.5 THz. The next mode is at 6.981 THz, with its own limit at $42.44\times7.5/6.981=45.6$ fs. The atoms started at rest from random displacements and were followed for 300 steps. At $0.99\,h_{\max}$ the largest displacement was 1.21 times the largest initial one. At $1.01\,h_{\max}$, where the fastest mode alone is unstable, it was $2\times10^{35}$ times as large. Such violent growth so close to the limit follows from the eigenvalue: at $z=2.02$, $|c|=1.0402$ and $|\lambda|=1.0402+\sqrt{1.0402^2-1}=1.33$ per step.

\subsection*{What changes in the real material}

The value 7.5 THz is taken here as an assumed figure for the fastest vibration. The true upper edge of the spectrum depends on the composition and on whether the material is crystalline or amorphous, so check it for your own system. A real material is not exactly harmonic. To illustrate the effect, take a single Morse bond, $V=D_e(1-e^{-q})^2$, where $q$ is the stretch times the inverse range of the potential, and keep the small-amplitude frequency at 7.5 THz. In these units energy conservation reads
\begin{equation}
\frac{\dot q^2}{\omega^2}+(1-e^{-q})^2=\varepsilon,\qquad \varepsilon=\frac{E}{D_e}.
\end{equation}
Set $Y=e^{q}$, so that $\dot Y=Y\dot q$, and multiply by $\omega^2Y^2$:
\begin{equation}
\dot Y^2=\omega^2\left[\varepsilon Y^2-(Y-1)^2\right]
=\omega^2\left[-(1-\varepsilon)Y^2+2Y-1\right].
\end{equation}
Differentiating and dividing by $2\dot Y$ gives $\ddot Y=-\omega^2(1-\varepsilon)Y+\omega^2$. This is a harmonic motion about a shifted centre, with frequency $f\sqrt{1-\varepsilon}$.

Take 600 K, a round value for fast crystallization (on slow heating it begins at lower temperatures), where $k_BT=0.0517$ eV, and a round bond depth of 2 eV. A bond oscillating with energy $k_BT$ has $\varepsilon=0.0259$ and a frequency of 7.40 THz, which is 1.3\,\% below 7.5 THz. In magnitude this is 35 times the timestep error. The figure belongs to the assumed depth: the shift is nearly proportional to $1/D_e$, so a depth of 1 eV would double it. It is not a prediction for a real telluride, where coupling between modes and thermal expansion also shift the frequencies. The two are different in kind, however: the anharmonic shift is physics that a good interatomic potential should reproduce, while the timestep error is an artefact. On this same Morse bond, started at $q=0$ with energy $k_BT$, velocity Verlet at 2 fs gave a frequency too high by 0.00035 relative to the bond's own frequency, close to the harmonic 0.00037.

Anharmonicity also affects the margin of stability. The Morse acceleration is $\ddot q=-\omega^2(e^{-q}-e^{-2q})$, so the local squared frequency is $\omega^2(2e^{-2q}-e^{-q})$. At the inner turning point $e^{-q}=1+\sqrt\varepsilon=1.161$, and this equals $1.53\,\omega^2$. Using it in $2/\omega$ gives 34 fs in place of 42 fs. This local estimate is not a safe bound. The stiffness changes during each period, and the timestep can resonate with the motion and make it unstable at smaller steps still. For this bond, started at $q=0$ with energy $k_BT$ and followed for up to 20\,000 steps, the trajectory already escapes at a step of 25.5 fs, although some larger steps survive. More energetic collisions reach stiffer parts of the potential.

Classical dynamics itself leaves out quantum statistics. The mean energy of a quantum oscillator is $\frac{hf}{2}\coth\frac{hf}{2k_BT}$, where $h$ in $hf$ is Planck's constant. With $hf=0.0310$ eV this is 1.03 times $k_BT$ at 600 K, so the classical energy of this mode is about 3\,\% too low. Reducing the timestep does not cure that.

For your run, 2 fs is 21 times below the harmonic limit and gives 67 steps per period. That is a sound choice if 7.5 THz is indeed near the fastest vibration present and a frequency error of 0.04\,\% is acceptable. If a light dopant adds a faster mode, use its frequency instead: the limit falls as $1/f$, and at fixed timestep the leading relative error grows as $f^2$. The numerical output below lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
frequency f: 7.5 THz
angular frequency: 0.047124 rad/fs
true period: 133.33 fs
timestep: 2.0 fs
steps per true period: 66.7
z = omega*h at this step: 0.094248
stability limit, bisection: 42.4413 fs
stability limit, 1/(pi f): 42.4413 fs
limit divided by timestep: 21.2
at limit, |x_100|/(h v): 100.0
leading error z^2/24: 0.0003701
next term 3z^4/640: 3.70e-07
full error, arcsine formula: 0.0003705
error measured from trajectory: 0.000370
computed frequency: 7.50278 THz
frequency shift: 2.779 GHz
true periods to one cycle of phase error: 2699
time to that phase error: 360 ps
step 1 fs: relative error measured 0.000093, formula 0.000093
step 2 fs: relative error measured 0.000370, formula 0.000370
step 4 fs: relative error measured 0.001486, formula 0.001486
step 30 fs: relative error measured 0.110616, formula 0.110614
step 40 fs: relative error measured 0.305051, formula 0.305036
energy swing at 2 fs, fraction of maximum: 0.002221
ring, next-fastest mode: 6.981 THz
ring, growth factor at 0.99 limit: 1.21
ring, growth factor at 1.01 limit: 2.0e+35
temperature: 600 K
thermal energy kT: 0.0517 eV
Morse bond depth: 2.0 eV
Morse frequency at energy kT: 7.4024 THz
relative anharmonic shift: -0.01301
anharmonic shift / Verlet error: 35.1
Verlet error on Morse bond at 2 fs: 0.000346
local limit at inner turning point: 34.3 fs
vibrational quantum hf: 0.0310 eV
quantum / classical mean energy: 1.0298
\end{verbatim}
